# Mean free path as a selection criterion for narrow interconnect wires

**Q:** I am choosing a metal for narrow wires, and I would rank the candidates by their bulk mean free path $\lambda$. Wall scattering hurts when $\lambda$ exceeds the wire diameter $d$. A metal with short $\lambda$ hardly notices the walls, so below some diameter it must win, even if its bulk resistivity $\rho_0$ is higher. Is that sound?

**A:** Only in part. Walls matter even before $\lambda$ exceeds $d$: at $d=5\lambda$, diffuse walls still add about 17% to the resistivity. You are right that the relative increase, measured by $\rho(d)/\rho_0$, is smaller for shorter $\lambda$. But a circuit feels $\rho(d)$ itself, and a small increase on a large $\rho_0$ can still be a large resistivity. To see whether the short-$\lambda$ metal must eventually win, we need to know how $\rho_0$ and $\lambda$ are tied together.

Take a spherical Fermi surface of radius $k_F$ and speed $v_F$, isotropic bulk scattering with relaxation time $\tau=\lambda/v_F$, and a weak field $E$ along $z$. Electrons have charge $-e$. Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\,\phi$. To first order in $E$, the steady Boltzmann equation is

$$\mathbf v\cdot\nabla\phi+\frac{\phi}{\tau}=-eEv_z .$$

In the bulk the gradient vanishes, so $\phi=-eE\lambda u_z$, where $u_z=v_z/v_F$. The density of states for both spins is $N=k_F^2/(\pi^2\hbar v_F)$, and the current density is

$$j=-eN\langle v_z\phi\rangle=e^2Nv_F\lambda\langle u_z^2\rangle E .$$

The average over directions is $\langle u_z^2\rangle=1/3$, hence

$$\sigma_0=\frac{e^2k_F^2}{3\pi^2\hbar}\,\lambda,\qquad P\equiv\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

With $k_F=(3\pi^2n)^{1/3}$ for electron density $n$,

$$P=(3\pi^2)^{1/3}\,\frac{\hbar}{e^2}\,n^{-2/3}.$$

The scattering rate has cancelled. In this model $P$ depends on the electron density alone, while $\lambda$ can be changed separately.

**Q:** So $\rho_0=P/\lambda$. How do the walls enter?

**A:** Let the wire be round, with fully diffuse walls: an electron leaves the wall with no memory of its earlier direction. Reversing $z$ together with the field shows that $\phi$ is odd in $u_z$. A memoryless wall emits equally into $u_z$ and $-u_z$, so $\phi=0$ for electrons just leaving it.

Now follow a straight trajectory, with $s$ the distance from its starting point on the wall. Dividing the Boltzmann equation by $v_F$ gives

$$\frac{d\phi}{ds}+\frac{\phi}{\lambda}=-eEu_z,\qquad \phi(0)=0 .$$

At a point a distance $L$ from the wall, measured backwards along the trajectory, the solution is

$$\phi=-eEu_z\,\lambda\left(1-e^{-L/\lambda}\right).$$

Compared with the bulk, $\lambda$ has been replaced by $\lambda(1-e^{-L/\lambda})$. The prefactor of the current is $e^2Nv_F=e^2k_F^2/(\pi^2\hbar)=3/P$. Averaging over the cross-section and over directions,

$$\sigma(d)=\frac{G}{P},\qquad G=3\left\langle u_z^2\,\lambda\left(1-e^{-L/\lambda}\right)\right\rangle .$$

Thus $\rho(d)=P/G$, where $G$ is an effective path length fixed by $\lambda$ and $d$.

**Q:** Then compare two metals. Let B have the shorter path, $\lambda_B<\lambda_A$, in wires of the same diameter. Can B stay worse all the way down?

**A:** Rewrite the factor inside $G$ as an integral:

$$\lambda\left(1-e^{-L/\lambda}\right)=\int_0^L e^{-s/\lambda}\,ds .$$

At fixed $L$ the integrand grows with $\lambda$ for every $s>0$. The geometry, and so the set of lengths $L$, is the same for both metals. Therefore $G_B<G_A$, and

$$\frac{\rho_B}{\rho_A}=\frac{P_B}{P_A}\,\frac{G_A}{G_B}>\frac{P_B}{P_A}.$$

This holds at every diameter. If $P_B\ge P_A$, metal B is more resistive at every width, however short its mean free path.

Your argument about relative increase gives a bound from the other side. Define $F=G/\lambda=3\langle u_z^2(1-e^{-L/\lambda})\rangle$, so that $\rho=\rho_0/F$. A shorter $\lambda$ makes $F$ larger, so $F_B>F_A$ and

$$\frac{P_B}{P_A}<\frac{\rho_B(d)}{\rho_A(d)}<\frac{\rho_{0B}}{\rho_{0A}} .$$

**Q:** That shows $P_B\ge P_A$ is sufficient. Is it also necessary?

**A:** For that we need the two limits of $F$, which require the average over the wire.

Let $\theta$ be the angle between the velocity and the axis. Projected onto the cross-section, $L$ becomes $\ell=L\sin\theta$. For a fixed projected direction, the disc is made of parallel chords at offset $y=(d/2)\sin\psi$, each of length $c=d\cos\psi$, and $\ell$ runs uniformly from $0$ to $c$. Along one chord,

$$\int_0^c\left(1-e^{-\ell/(\lambda\sin\theta)}\right)d\ell=c-\lambda\sin\theta\left(1-e^{-c/(\lambda\sin\theta)}\right).$$

Next integrate over $y$ and divide by the area $\pi d^2/4$. Here $dy=(d/2)\cos\psi\,d\psi$, and the two halves of the disc contribute equally, which gives $d\cos\psi\,d\psi$ on $0<\psi<\pi/2$. The directional average is $\frac12\int_0^\pi\sin\theta\,d\theta$, which by symmetry becomes $\int_0^{\pi/2}\sin\theta\,d\theta$. With $u_z^2=\cos^2\theta$ and $k=d/\lambda$,

$$F(k)=\frac{12}{\pi k}\int_0^{\pi/2}\!\!d\theta\int_0^{\pi/2}\!\!d\psi\;\sin\theta\cos^2\theta\cos\psi\left[k\cos\psi-\sin\theta\left(1-e^{-k\cos\psi/\sin\theta}\right)\right].$$

*Narrow wire, $k\ll1$.* Expanding the exponential to second order turns the bracket into $k^2\cos^2\psi/(2\sin\theta)$. This expression is also an upper bound on the bracket, and its integral is finite, so directions near the axis do not spoil the limit. Then

$$F\to\frac{6k}{\pi}\int_0^{\pi/2}\cos^2\theta\,d\theta\int_0^{\pi/2}\cos^3\psi\,d\psi=\frac{6k}{\pi}\cdot\frac{\pi}{4}\cdot\frac23=k .$$

Hence $\rho=\rho_0/F\to\rho_0\lambda/d=P/d$. The mean free path has dropped out: the walls set the path length, and $P$ alone distinguishes the metals. The approach to this limit is slow: $F/k$ is 0.92 at $k=0.05$ and 0.79 at $k=0.2$.

*Wide wire, $k\gg1$.* The exponential is negligible to the order needed, and

$$F\simeq\frac{12}{\pi}\cdot\frac13\cdot\frac{\pi}{4}-\frac{12}{\pi k}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=1-\frac{3}{4k},$$

because the last integral is $\pi/16$ and the accompanying $\int_0^{\pi/2}\cos\psi\,d\psi$ is 1. To first order in $\lambda/d$,

$$\rho\simeq\rho_0\left(1+\frac{3\lambda}{4d}\right)=\rho_0+\frac{3P}{4d}.$$

So $\rho_B/\rho_A$ tends to $P_B/P_A$ in narrow wires and to $\rho_{0B}/\rho_{0A}$ in wide ones. For $\lambda_B<\lambda_A$ there are three cases:

- If $P_B\ge P_A$, B is more resistive at every width.
- If $P_B<P_A$ but $\rho_{0B}>\rho_{0A}$, B wins in sufficiently narrow wires and loses in wide ones. By continuity the curves cross.
- If $\rho_{0B}\le\rho_{0A}$, the upper bound makes B less resistive at every width.

The condition $P_B\ge P_A$ is therefore both necessary and sufficient within this model. The narrow limit is semiclassical: it means $1/k_F\ll d\ll\lambda$, since quantized transverse motion has been left out. If $P_B$ is only slightly below $P_A$, the calculated crossing can fall at diameters too small for this condition, and it then predicts nothing about a real wire.

**Q:** Give me an actual pair.

**A:** Take model metals with round parameters. I use nm for lengths and µΩ cm for resistivities, so $P$ is in µΩ cm nm.

- A: $n=80\ \mathrm{nm^{-3}}$, $\lambda=40$ nm, $P=68.45$, so $\rho_0=68.45/40=1.711$.
- B: $n=40\ \mathrm{nm^{-3}}$, $\lambda=10$ nm, $P=108.66$, so $\rho_0=108.66/10=10.87$.

B has a quarter of A's mean free path. Halving the density raises $P$ by $2^{2/3}=1.587$, so B must be more than 1.587 times as resistive as A at every diameter. The full integral gives, in µΩ cm:

| $d$ (nm) | A | B | B/A |
|---|---|---|---|
| 2 | 37.06 | 68.36 | 1.84 |
| 10 | 8.97 | 22.05 | 2.46 |
| 50 | 3.10 | 12.73 | 4.11 |
| 1000 | 1.76 | 10.95 | 6.21 |

The 2 nm row is only the semiclassical value: there $k_Fd$ is about 27 for A and 21 for B, and a hard-walled wire holds 38 and 23 transverse modes, 14% and 18% fewer than the semiclassical count $(k_Fd)^2/16$. The ratio stays between 1.587 and $\rho_{0B}/\rho_{0A}=6.35$. At 10 nm your relative measure favours B strongly: its resistivity is 2.03 times its bulk value, against 5.24 times for A. B is nevertheless 2.46 times as resistive as A.

**Q:** Perhaps B is merely a bad choice because of its low density. Would a short path help if the density were the same?

**A:** No. Let D have A's density but $\lambda=10$ nm, as if scatterers had been added to A without changing its Fermi surface. Then $P_D=P_A$, and the lower bound is 1. D has 1.55 times the resistivity of A at 10 nm and 1.16 times at 2 nm. The penalty fades as the walls take over, but it does not turn into an advantage. Shortening $\lambda$ by extra scattering raises the resistivity at every width.

**Q:** Then when does my rule appear to work?

**A:** When the short path comes with a smaller $P$. Let C have $\lambda=10$ nm, the same as B, but $n=160\ \mathrm{nm^{-3}}$. Then $P_C=43.12$ and $\rho_{0C}=4.312$, which is the second case. At 20 nm C is worse than A, 6.39 against 5.33 µΩ cm; at 5 nm it is better, 13.44 against 16.09. The curves cross at 11.0 nm (208 bohr), the one crossing found in a scan of the semiclassical formula from 0.5 to 2000 nm (the low end of that scan, where A holds a single transverse mode, is outside the range of the model).

B and C have identical mean free paths and opposite outcomes in narrow wires, so $\lambda$ alone cannot decide the ranking.

**Q:** Could I find that crossing from the simple wide-wire formula?

**A:** It gets the existence right but not the position. Setting $\rho_{0A}+3P_A/(4d)$ equal to $\rho_{0C}+3P_C/(4d)$ gives

$$d=\frac34\,\frac{P_A-P_C}{\rho_{0C}-\rho_{0A}}=\frac{0.75\times(68.45-43.12)}{4.312-1.711}\approx7.3\ \text{nm}.$$

This is about 34% below the full-integral value. The formula assumes $d\gg\lambda$, whereas here $d$ is well below $\lambda_A=40$ nm.

**Q:** Should I rank by $P$ instead, then?

**A:** Not by $P$ alone. C has the smaller $P$ and still loses to A at 20 nm. $P$ settles the narrow limit and $\rho_0$ the wide one; between them you need $\rho(d)$ at the diameter you intend to build.

The comparison also assumes equally diffuse walls. Suppose B alone had smooth walls that reflect every electron specularly. Such a reflection preserves $u_z$, so the bulk solution $\phi=-eE\lambda u_z$ satisfies the wall condition unchanged, and in the semiclassical model B keeps its bulk value of 10.87 µΩ cm at every diameter. At 2 nm it would then beat A with diffuse walls, at 37.06. The advantage would come from the surface, not from the short path.

Grain boundaries, liners and non-spherical Fermi surfaces are also outside this model, and any of them could change the ranking of real wires.

**Q:** How far can I trust the wire integral itself?

**A:** It was tested against a simulation of electrons flying, scattering and being re-emitted from the wall, with the conductivity taken from their spread along the wire. At $d=\lambda$ the simulation gives $F=0.497$ and the integral 0.493, a difference of about 0.9% relative to the integral, comparable with the sampling error. With specular walls the simulation gives 1.006, consistent with the bulk value of 1. The remaining checks are in the numerical output below.

## Computed values

```
Model metals: n [nm^-3], lambda [nm], kF [nm^-1],
  P [micro-ohm cm nm], rho0 [micro-ohm cm]
  A: n=80 lambda=40 kF=13.33 P=68.45 rho0=1.711
  B: n=40 lambda=10 kF=10.58 P=108.66 rho0=10.866
  C: n=160 lambda=10 kF=16.80 P=43.12 rho0=4.312
  D: n=80 lambda=10 kF=13.33 P=68.45 rho0=6.845
Wire resistivity [micro-ohm cm] at diameter d [nm]
  d=2: A=37.057 B=68.359 C=27.128 D=43.063 B/A=1.845 D/A=1.162
  d=5: A=16.090 B=33.867 C=13.440 D=21.335 B/A=2.105 D/A=1.326
  d=10: A=8.972 B=22.048 C=8.750 D=13.889 B/A=2.457 D/A=1.548
  d=20: A=5.334 B=16.107 C=6.392 D=10.147 B/A=3.020 D/A=1.902
  d=50: A=3.097 B=12.735 C=5.054 D=8.022 B/A=4.112 D/A=2.591
  d=200: A=2.006 B=11.289 C=4.480 D=7.112 B/A=5.629 D/A=3.546
  d=1000: A=1.764 B=10.949 C=4.345 D=6.897 B/A=6.206 D/A=3.909
Relative size effect rho/rho0 at d = 10 nm (no unit)
  A=5.243 B=2.029 C=2.029 D=2.029
Lower bound of B/A, P_B/P_A: 1.5874
Upper bound of B/A, rho0_B/rho0_A: 6.3496
Scan: 0.5 to 2000 nm, 150 widths
Smallest B/A in scan: 1.6748
Smallest D/A in scan: 1.0550
Number of A-C crossings in scan: 1
A-C crossing, full integral: 10.987 nm = 207.6 bohr
Resistivity at crossing: 8.325 micro-ohm cm
A-C crossing, wide-wire estimate: 7.304 nm
Checks (no unit unless stated)
  P from k-space sum: 29.6088 atomic units
  P from density formula: 29.5699 atomic units
  F(1), quadrature: 0.4929
  F(1), simulation, diffuse wall: 0.4972
  F(1), simulation, specular wall: 1.0062
  F(k)/k at k=0.001: 0.99701
  F(20) minus wide-wire form: 4.71e-05
  Random metal pairs checked: 150
```
